# Uphill Diffusion and Zero-Flux Planes in a Ternary Couple

## Definitions and conventions

Two single-phase ternary alloys are joined at the plane \(x=0\) and annealed for a time \(t\). The concentrations \(c_1,c_2\) of components 1 and 2 are independent; component 3 makes up the balance. The molar volume is taken as constant. Fluxes are measured in the number-fixed frame, in which \(J_1+J_2+J_3=0\). With \(g_j=\partial c_j/\partial x\),

\[
J_i=-D_{i1}g_1-D_{i2}g_2,\qquad \frac{\partial c_i}{\partial t}=-\frac{\partial J_i}{\partial x},\qquad i=1,2 .
\]

The matrix \(D\) is given; its atomic origin is not derived here.

Component 1 moves *uphill* at a point if \(J_1g_1>0\): its flux points towards its own higher concentration. A *zero-flux plane* (ZFP) of component 1 is a plane where \(J_1=0\) while \(g_1\neq0\). The *diffusion path* is the curve traced by \((c_1,c_2)\) as \(x\) runs through the couple.

The terminal compositions are \(c^-\) on the left and \(c^+\) on the right, with \(\bar c=(c^-+c^+)/2\) and \(\Delta=c^+-c^-\).

## The local condition

**Proposition 1.** Where \(g_1\neq0\), component 1 moves uphill if and only if

\[
D_{12}\,\frac{g_2}{g_1}<-D_{11}. \tag{1}
\]

If \(D_{12}\neq0\), the diffusion path at a ZFP has slope \(dc_2/dc_1=-D_{11}/D_{12}\).

*Proof.* Multiply the flux law by \(g_1\) and take out \(g_1^2\):

\[
J_1g_1=-D_{11}g_1^2-D_{12}g_1g_2=-g_1^2\left(D_{11}+D_{12}\frac{g_2}{g_1}\right).
\]

Since \(g_1^2>0\), the product is positive when the bracket is negative, which is (1). The flux vanishes when the bracket does, so \(g_2/g_1=-D_{11}/D_{12}\). Where \(g_1\neq0\), \(c_2\) is locally a function of \(c_1\), and its slope is \(g_2/g_1\). ∎

For \(D_{12}>0\) the condition reads \(g_2/g_1<-D_{11}/D_{12}\). For \(D_{12}<0\), division reverses the inequality and gives \(g_2/g_1>D_{11}/|D_{12}|\). When \(D_{11}>0\), uphill motion needs a non-zero cross coefficient: the gradient of component 2 must drive component 1 harder than its own gradient does, and in the opposite direction.

The slope alone does not give the ZFP composition. One must know where the path acquires that slope, and this depends on the whole couple.

## What the profile says without knowing \(D\)

**Lemma 2.** Let the couple be infinite, start from a sharp step, and let \(D\) depend on composition alone, with a smooth solution \(c(x/\sqrt t)\). Then

\[
\frac{\partial J_1}{\partial x}=\frac{x}{2t}\,g_1,\qquad
J_1(x)=\frac1{2t}\int_{-\infty}^{x}x'g_1(x')\,dx'. \tag{2}
\]

Between any ZFP and the terminal alloy on its side, \(c_1\) has an extremum.

*Proof.* Put \(\eta=x/\sqrt t\). Then \(\partial\eta/\partial t=-\eta/(2t)\) and \(\partial\eta/\partial x=1/\sqrt t\), so

\[
\frac{\partial c_1}{\partial t}=-\frac{\eta}{2t}\frac{dc_1}{d\eta}=-\frac{x}{2t}\,g_1 .
\]

Conservation turns this into the first equation of (2). Integration from the far left, where \(J_1=0\), gives the second.

At a ZFP with \(x^*\le0\), the integral of \(x'g_1\) from \(-\infty\) to \(x^*\) is zero. The factor \(x'\) is negative throughout that range, and \(g_1\) is not identically zero because \(g_1(x^*)\neq0\). Hence \(g_1\) must change sign. For \(x^*\ge0\), the flux also vanishes at the far right, so \(J_1(x^*)=-(1/2t)\int_{x^*}^{\infty}x'g_1\,dx'\), and the same argument applies. ∎

Because \(g_1\,dx=dc_1\), a ZFP composition \(c_1^*\) is one at which the moment \(\int x\,dc_1\), taken along the profile from the left terminal alloy, vanishes. This locates the plane in a measured profile without a diffusivity, provided \(x\) is measured from the original interface. If the terminal values of \(c_1\) differ, the profile itself fixes that origin: the moment over the whole couple must vanish, because \(J_1=0\) at the far right too. An error in the origin shifts the plane found. The first equation of (2) also shows that \(J_1\) is stationary where \(c_1\) has an extremum.

## Constant diffusivities

From here \(D\) is constant, with real eigenvalues \(\lambda_1>\lambda_2>0\).

**Lemma 3.** Define

\[
P_1=\frac{D-\lambda_2I}{\lambda_1-\lambda_2},\qquad
P_2=\frac{\lambda_1I-D}{\lambda_1-\lambda_2},\qquad a_k=\tfrac12P_k\Delta .
\]

The concentration vector is

\[
c(x,t)=\bar c+\sum_{k=1}^{2}a_k\,\mathrm{erf}\!\left(\frac{x}{2\sqrt{\lambda_kt}}\right). \tag{3}
\]

*Proof.* The numerators add to \((\lambda_1-\lambda_2)I\), so \(P_1+P_2=I\). A matrix satisfies its own characteristic equation, \((D-\lambda_1I)(D-\lambda_2I)=0\), hence \(DP_k=\lambda_kP_k\) and \(Da_k=\lambda_ka_k\). Each error function in (3) solves the scalar diffusion equation with diffusivity \(\lambda_k\), so the sum solves \(\partial c/\partial t=D\,\partial^2c/\partial x^2\). As \(x\to\pm\infty\), or as \(t\to0\) at fixed \(x\neq0\), the sum tends to \(\pm(a_1+a_2)=\pm\Delta/2\), which gives the two terminal alloys. ∎

Let \(\alpha_k\) be the first entry of \(a_k\), and let \(E_k=\exp[-x^2/(4\lambda_kt)]\). The derivative of each error function is \(E_k/\sqrt{\pi\lambda_kt}\). Using \(Da_k=\lambda_ka_k\) in the flux,

\[
g_1=\frac1{\sqrt{\pi t}}\left(\frac{\alpha_1E_1}{\sqrt{\lambda_1}}+\frac{\alpha_2E_2}{\sqrt{\lambda_2}}\right),\qquad
J_1=-\frac1{\sqrt{\pi t}}\left(\alpha_1\sqrt{\lambda_1}E_1+\alpha_2\sqrt{\lambda_2}E_2\right). \tag{4}
\]

The flux weights the fast mode more heavily than the gradient does. If the modes have opposite signs, the fast one can therefore govern the flux while the slow one still governs the gradient.

**Theorem 4 (position and composition).** Let \(\alpha_1\neq0\), \(r=-\alpha_2/\alpha_1\) and \(\rho=\sqrt{\lambda_1/\lambda_2}>1\).

- If \(r>\rho\), there are two ZFPs, at \(x=\pm x_0\), and component 1 moves uphill for \(x_0<|x|<x_e\).
- If \(1/\rho<r<\rho\), there is no ZFP, and component 1 moves uphill for \(|x|<x_e\).
- If \(r<1/\rho\), component 1 moves downhill everywhere.

Here

\[
x_0^2=\frac{4t\lambda_1\lambda_2}{\lambda_1-\lambda_2}\ln\frac r\rho,\qquad
x_e^2=\frac{4t\lambda_1\lambda_2}{\lambda_1-\lambda_2}\ln(r\rho), \tag{5}
\]

and the ZFP compositions are

\[
c(\pm x_0)=\bar c\pm\left[a_1\,\mathrm{erf}\sqrt{\frac{\lambda_2\ln(r/\rho)}{\lambda_1-\lambda_2}}
+a_2\,\mathrm{erf}\sqrt{\frac{\lambda_1\ln(r/\rho)}{\lambda_1-\lambda_2}}\right]. \tag{6}
\]

*Proof.* Let

\[
q=\frac{E_1}{E_2}=\exp\!\left[\frac{x^2}{4t}\left(\frac1{\lambda_2}-\frac1{\lambda_1}\right)\right]
=\exp\!\left[\frac{x^2(\lambda_1-\lambda_2)}{4t\lambda_1\lambda_2}\right].
\]

It equals 1 at the centre and grows with \(|x|\). Substitute \(\alpha_2=-r\alpha_1\) in (4) and take out common factors:

\[
g_1=\frac{\alpha_1E_2}{\sqrt{\pi\lambda_1t}}\,(q-r\rho),\qquad
J_1=-\alpha_1E_2\sqrt{\frac{\lambda_1}{\pi t}}\left(q-\frac r\rho\right).
\]

Therefore

\[
J_1g_1=-\frac{\alpha_1^2E_2^2}{\pi t}\,(q-r\rho)\left(q-\frac r\rho\right).
\]

This is positive when one bracket is negative and the other positive. For \(r>0\) that means \(r/\rho<q<r\rho\); for \(r\le0\) both brackets are positive and transport is downhill. Since \(q\ge1\), comparing 1 with \(r/\rho\) and \(r\rho\) gives the three cases. Setting \(q=r/\rho\) and \(q=r\rho\) and taking logarithms gives (5). Dividing \(x_0^2\) by \(4\lambda_kt\) gives the squared arguments in (6). ∎

When both distances exist,

\[
x_e^2-x_0^2=\frac{4t\lambda_1\lambda_2}{\lambda_1-\lambda_2}\ln\frac{\lambda_1}{\lambda_2}>0,
\]

because the two logarithms differ by \(2\ln\rho\). The planes move as \(\sqrt t\), but their compositions do not depend on time. Multiplying the whole matrix \(D\) by a common factor also leaves (6) unchanged. A temperature change thus leaves the ZFP compositions fixed if it scales all four coefficients equally.

## Which couples have a zero-flux plane

**Theorem 5 (existence).** Let \(\Delta_1\neq0\), \(p=D_{12}\Delta_2/\Delta_1\) and \(d=\sqrt{\det D}=\sqrt{\lambda_1\lambda_2}\). Away from the boundaries:

- \(-(D_{11}+d)<p<\lambda_2-D_{11}\): a pair of ZFPs;
- \(p<-(D_{11}+d)\) or \(p>D_{22}+d\): uphill through the centre, no ZFP;
- \(\lambda_2-D_{11}<p<D_{22}+d\): downhill everywhere.

*Proof.* The first entries of \(P_k\Delta/2\) are

\[
\alpha_1=\frac{\Delta_1(D_{11}-\lambda_2+p)}{2(\lambda_1-\lambda_2)},\qquad
\alpha_2=\frac{\Delta_1(\lambda_1-D_{11}-p)}{2(\lambda_1-\lambda_2)} .
\]

With \(m=\lambda_2-D_{11}\), their ratio is

\[
r=\frac{p-(\lambda_1-D_{11})}{p-m}=1-\frac{\lambda_1-\lambda_2}{p-m}.
\]

If \(p<m\), then \(r>1\). The condition \(r>\rho\) becomes

\[
m-p<\frac{\lambda_1-\lambda_2}{\rho-1}=\sqrt{\lambda_2}\left(\sqrt{\lambda_1}+\sqrt{\lambda_2}\right)=d+\lambda_2,
\]

that is, \(p>-(D_{11}+d)\). Below this value \(1<r<\rho\), the central-uphill case.

If \(p>m\), then \(r<1\). The condition \(r<1/\rho\) becomes

\[
p-m<\frac{\lambda_1-\lambda_2}{1-1/\rho}=\sqrt{\lambda_1}\left(\sqrt{\lambda_1}+\sqrt{\lambda_2}\right)=\lambda_1+d .
\]

Since \(\lambda_1+\lambda_2=D_{11}+D_{22}\), this is \(p<D_{22}+d\). Above it \(1/\rho<r<1\), and transport is again uphill at the centre. ∎

**Remark (equal terminal concentrations).** If \(\Delta_1=0\) and \(D_{12}\Delta_2\neq0\), then \(\alpha_1+\alpha_2=0\) and \(r=1\). Component 1 starts uniform, is redistributed by component 2, and moves uphill through the centre. There is no ZFP.

**Remark (edges of the window).** As \(p\to-(D_{11}+d)\) from above, \(r\to\rho\) and \(x_0\to0\): the two planes merge at the mean composition. As \(p\to\lambda_2-D_{11}\) from below, \(\alpha_1\to0\), \(r\to\infty\) and the planes recede into the tails, where the fluxes become vanishingly small. A ZFP that exists mathematically may then be undetectable.

**Remark (one-way coupling).** Let \(D_{21}=0\), so that the eigenvalues are \(D_{11}\) and \(D_{22}\). If \(D_{22}>D_{11}\), the upper edge is \(p=0\), and an arbitrarily weak coupling with \(p<0\) produces a pair of planes, because component 2 reaches further than component 1. If \(D_{22}<D_{11}\), the edge is \(p=D_{22}-D_{11}<0\), and the coupling must exceed a threshold.

## A nickel-rich Ni-Cr-Al couple

Take chromium as component 1 and aluminium as component 2, with rough typical coefficients for the fcc phase near 1100 °C:

\[
D=\begin{pmatrix}0.010&0.006\\0.005&0.020\end{pmatrix}\ \mu\mathrm{m^2/s},\qquad t=100\ \mathrm h=3.6\times10^5\ \mathrm s .
\]

The left alloy has 10 at% Cr and 1 at% Al; the right has 6 and 9 at%. Thus \(\bar c=(8,5)\) and \(\Delta=(-4,8)\) at%.

The trace is 0.030 and the determinant 0.00017, so \(\lambda_{1,2}=0.015\pm\sqrt{0.000225-0.00017}\), or 0.02242 and 0.00758 μm²/s. The terminal ratio \(\Delta_2/\Delta_1=-2\) lies inside the ZFP window, which runs from −3.84 to −0.40.

The chromium amplitudes are \(\alpha_1=1.292\) and \(\alpha_2=-2-1.292=-3.292\) at%, giving \(r=2.548\), while \(\rho=1.719\). The common factor in (5) is \(1.44\times10^6\times0.00017/0.01483\approx1.65\times10^4\) μm². Hence

\[
x_0=\sqrt{1.65\times10^4\,\ln(2.548/1.719)}\approx81\ \mu\mathrm m,\qquad
x_e=\sqrt{1.65\times10^4\,\ln(2.548\times1.719)}\approx156\ \mu\mathrm m .
\]

The error functions in (6) are about 0.474 and 0.724. At the right-hand plane,

\[
c_{\rm Cr}=8+1.292(0.474)-3.292(0.724)\approx6.23,\qquad
c_{\rm Al}=5+2.674(0.474)+1.326(0.724)\approx7.23\ \text{at\%}.
\]

The left-hand plane, by symmetry about the mean, has 9.77 at% Cr and 2.77 at% Al.

At \(x=0\) the gradient ratio is −1.13, above the critical −1.67, and chromium flows downhill at 0.316 at% μm/h. Between 81 and 156 μm from the centre, on either side, it flows uphill; farther out it flows downhill again. On the right its flux reaches −0.204 at% μm/h at 156 μm, where its own gradient is zero and the aluminium gradient supplies the whole drive; this is the limiting value at the edge of the uphill band. Chromium rises to 10.17 at% on the left and falls to 5.83 at% on the right, overshooting each terminal value by 0.17 at%. A ZFP is not a plane at rest: at the right-hand one, aluminium flows at −1.32 at% μm/h and nickel at +1.32.

A finite-volume solution of the same constant-\(D\) problem puts the ZFPs at ±80.56 μm and differs from (3) by less than 0.0003 at%. The existence theorem was also tested on 400 random matrices and terminal ratios, with \(\lambda_1/\lambda_2\ge1.5\) and narrow margins around the boundaries excluded. Direct propagation of the gradients reproduced the predicted case each time: 100 with a ZFP pair, 111 uphill at the centre and 189 downhill. Further values are in the numerical output.

## How far a real couple departs from the model

The coefficients are not an assessed data set, and among the effects sized here errors in \(D_{12}\) and \(D_{11}\) matter most. The cross coefficient is usually the less well known, but an equal relative error in \(D_{11}\) moves the planes as far or slightly farther: to 110 and 49 μm for \(+30\%\) and \(-30\%\). With the other entries and the terminal alloys fixed, lowering \(D_{12}\) by 30% moves \(x_0\) to 109 μm; raising it by 30% gives 57 μm. The right-hand composition then ranges from 6.09 at% Cr, 7.75 at% Al to 6.47 at% Cr, 6.70 at% Al. Real coefficients also vary with composition. A numerical solution with \(D_{12}\propto c_{\rm Cr}\) and \(D_{21}\propto c_{\rm Al}\), matched at the mean composition, places the planes at −77 and +88 μm. The symmetry is lost, and the path slopes there are −1.38 and −2.17, each equal to the local \(-D_{11}/D_{12}\) within the 3% tolerance of the test. The main coefficients are held fixed in this solution; in a real alloy they vary too and can add to the asymmetry.

The ZFP also depends on the frame: one moving at velocity \(v\) sees the flux \(J_1-c_1v\). For a rough 15% excess atomic volume of aluminium over nickel, passing to the volume-fixed frame moves each plane outward by roughly 2 to 4 μm. A 10 K furnace error changes distances by about 9% for a rough common activation energy of 2.8 eV. Averaging grain-boundary transport into \(D\) by the volume fraction of boundary (three boundary widths per grain size for cubic grains), with a 0.5 nm boundary width, 200 μm grains and a rough diffusivity ratio of \(10^4\), would add about 7.5% to \(D\), or nearly 4% to distances if all entries scale alike. That is an upper estimate, since boundaries lying across the flux add almost nothing. It is also only a rough guide, because such averaging needs a diffusion length larger than the grains, and here \(\sqrt{\lambda_1t}\) is only about 90 μm. Alloys 1 mm thick on each side are effectively infinite here, since the error function of the fast mode differs from \(\pm1\) by less than \(10^{-14}\) at their ends. The results require a single phase throughout; a precipitate or a moving phase boundary would need its own flux balance.

## Computed results

```
D CrCr, CrAl (um^2/s): [0.01  0.006]
D AlCr, AlAl (um^2/s): [0.005 0.02 ]
anneal: 100 h = 3.600e+05 s
left Cr, Al (at%): [10.  1.]  right: [6. 9.]
mean Cr, Al (at%): [8. 5.]  difference: [-4.  8.]
eigenvalues (um^2/s): 0.02242, 0.00758
sqrt(det D) (um^2/s): 0.01304
fast amplitudes Cr, Al (at%): 1.2923, 2.6742
slow amplitudes Cr, Al (at%): -3.2923, 1.3258
amplitude ratio r: 2.5477
sqrt(fast/slow): 1.7192
terminal ratio s: -2.000
p = D12 s (um^2/s): -0.01200
ZFP window in s: -3.840 to -0.403
upper central-uphill limit in s: 5.506
critical gradient ratio -D11/D12: -1.6667
gradient ratio at x=0: -1.1341
ZFP distance x0 (um): 80.57
Cr extremum distance xe (um): 156.13
width of each uphill band (um): 75.57
left ZFP Cr, Al, Ni (at%): 9.772, 2.772, 87.456
right ZFP Cr, Al, Ni (at%): 6.228, 7.228, 86.544
Cr maximum, minimum (at%): 10.169, 5.831
Cr overshoot (at%): 0.169
Cr flux at x=0 (at% um/h): 0.3156
peak uphill Cr flux, x>0 (at% um/h): -0.2036
position of that peak (um): 156.1
Al flux at right ZFP (at% um/h): -1.3242
numerical ZFPs (um): -80.56, 80.56
numerical extrema (um): -156.17, 156.17
numerical path slopes: -1.6667, -1.6667
largest profile difference (at%): 0.00022
random cases pair, centre, none: 100 111 189
variable D: ZFPs (um): -77.4, 87.7
variable D: extrema (um): -158.4, 158.1
variable D: left ZFP Cr, Al (at%): 9.70, 2.85
variable D: right ZFP Cr, Al (at%): 6.15, 7.38
variable D: path slopes: -1.375, -2.169
D12 x 0.7: x0 109.2 um, right ZFP Cr, Al 6.09, 7.75 at%
D12 x 1.3: x0 57.1 um, right ZFP Cr, Al 6.47, 6.70 at%
rough Al excess atomic volume (fraction): 0.15
ZFP shift in volume-fixed frame (um): 2.37
rough activation energy: 2.8 eV at 1373 K
distance change for 10 K error (%): 8.6
boundary width 0.5 nm, grain 200 um
rough boundary/lattice diffusivity ratio: 1e+04
grain-boundary gain in D (%): 7.5
fast-mode erfc at 1000 um: 3.5e-15
```
